# Impact ionization near threshold: linear in two dimensions, quadratic in three, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Counting the final states

### A hole that cannot move

An electron travels in an almost empty conduction band with energy $E$ above the band edge. It strikes an electron of the full valence band and lifts it across the gap $E_g$. Two conduction electrons and one hole remain.

Suppose first that the hole is infinitely heavy. It can then absorb any momentum at no cost in kinetic energy, so momentum conservation places no restriction on the two electrons. Energy conservation is the remaining condition:

$$E=E_g+\varepsilon_2+\varepsilon_3 .$$

The two electrons share the energy $Q=E-E_g$ in any way they like. If one takes $\varepsilon$, the other takes $Q-\varepsilon$. With $g(\varepsilon)$ the density of states of one electron, per spin and per unit volume (area in 2D, length in 1D), the density of pair states is

$$G(Q)=\int_0^Q g(\varepsilon)\,g(Q-\varepsilon)\,d\varepsilon .$$

In two dimensions the states with wavevector below $k$ fill a disc. There are $\pi k^2/(2\pi)^2=k^2/4\pi$ of them per unit area. With $\varepsilon=\hbar^2k^2/2m_e$ this number is $m_e\varepsilon/2\pi\hbar^2$, and its derivative is a constant:

$$g_{2}=\frac{m_e}{2\pi\hbar^2},\qquad G_2=g_2^2\int_0^Q d\varepsilon=\left(\frac{m_e}{2\pi\hbar^2}\right)^2Q .$$

Every division of the energy is equally likely, and the number of divisions grows in proportion to $Q$. This is the linear law in its simplest form.

In three dimensions the number of states below $k$ is $(4\pi k^3/3)/(2\pi)^3=k^3/6\pi^2$. Its derivative with respect to energy is $(k^2/2\pi^2)(dk/d\varepsilon)$, and $dk/d\varepsilon=m_e/\hbar^2k$. Hence

$$g_3(\varepsilon)=\frac{m_ek}{2\pi^2\hbar^2}=\frac{(2m_e)^{3/2}}{4\pi^2\hbar^3}\sqrt{\varepsilon} .$$

The pair integral is now $\int_0^Q\sqrt{\varepsilon(Q-\varepsilon)}\,d\varepsilon$. The integrand, plotted against $\varepsilon$, is a semicircle of radius $Q/2$, so the integral is $\tfrac12\pi(Q/2)^2=\pi Q^2/8$. Therefore

$$G_3=\frac{(2m_e)^3}{16\pi^4\hbar^6}\,\frac{\pi Q^2}{8}=\frac{m_e^3Q^2}{16\pi^3\hbar^6}.$$

The extra power has a plain origin. Near the bottom of a 3D band states are scarce, and both electrons end there when $Q$ is small. Each contributes a factor $\sqrt Q$ that is absent in 2D.

One dimension gives a test of the pattern. There $k/\pi$ states per unit length lie below $k$, counting both signs of the wavevector, so

$$g_1=\frac{m_e}{\pi\hbar^2k}=\frac{1}{\pi\hbar}\sqrt{\frac{m_e}{2\varepsilon}} .$$

The substitution $\varepsilon=Q\sin^2\theta$ turns $\int_0^Qd\varepsilon/\sqrt{\varepsilon(Q-\varepsilon)}$ into $\int_0^{\pi/2}2\,d\theta=\pi$. The result $G_1=m_e/2\pi\hbar^2$ does not depend on $Q$: the rate jumps to a finite value at threshold. The powers for $d=1,2,3$ are $0,1,2$.

The same powers follow without any integral. The two final wavevectors have $2d$ components, and each component ranges over an interval proportional to $\sqrt Q$. The number of states with total energy below $Q$ is thus proportional to $Q^{d}$. Energy conservation selects a shell, which means a derivative with respect to energy, and leaves $Q^{d-1}$.

### From a count to a rate

The golden rule gives the rate at which the first electron ionizes:

$$W=\frac{2\pi}{\hbar}\sum_f|\mathcal M|^2\,\delta(E-E_f).$$

Here $E_f$ is the final energy, including $E_g$. The final conduction states are taken to be empty and the valence band full.

The matrix element is taken as constant, as for a contact interaction. Its value is $\mathcal M=U_d/L^d$ in a crystal of side $L$, because each of the four Bloch states carries a factor $L^{-d/2}$ and one integral over the volume restores $L^d$. The strength $U_d$ has the dimension of energy times (length)$^d$.

Spin settles which pairs are counted. Two electrons of equal spin have an orbital wavefunction that vanishes where they meet, so a contact interaction does not act on them. In terms of amplitudes, the direct and exchange terms are equal and cancel. If the first electron has spin up, its partner must come from the spin-down valence states. The interaction is assumed to conserve each spin. The final electrons are then one with spin up, wavevector $\mathbf k_2$, and one with spin down, wavevector $\mathbf k_3$. They are distinguishable, every pair $(\mathbf k_2,\mathbf k_3)$ is a separate final state, and no factor $1/2$ appears.

The sum over final states becomes

$$\sum_f\to L^{2d}\int\frac{d^dk_2\,d^dk_3}{(2\pi)^{2d}} .$$

The factor $L^{2d}$ cancels the $L^{-2d}$ in $|\mathcal M|^2$, and

$$W_d=\frac{2\pi}{\hbar}\,U_d^2\,G_d .$$

With a constant matrix element the energy dependence of the rate is that of $G_d$. All further work is on the count.

### Letting the hole move

Give the hole a finite mass $m_h$. Let the valence electron start at $\mathbf k_v$ with energy $-E_g-\hbar^2k_v^2/2m_h$. Momentum conservation, without a reciprocal lattice vector, reads $\mathbf k_1+\mathbf k_v=\mathbf k_2+\mathbf k_3$. The hole left behind has wavevector $\mathbf k_h=-\mathbf k_v$, so

$$\mathbf k_1=\mathbf k_2+\mathbf k_3+\mathbf k_h,$$

$$E_f=E_g+\frac{\hbar^2}{2}\left(\frac{k_2^2+k_3^2}{m_e}+\frac{k_h^2}{m_h}\right),\qquad E=\frac{\hbar^2k_1^2}{2m_e}.$$

The final particles must now carry the momentum of the first electron, and this costs energy. The cheapest way is to move together, with one common velocity. Let $M=2m_e+m_h$ and measure each wavevector from that state:

$$\mathbf k_{2}=\frac{m_e}{M}\mathbf k_1+\mathbf a,\qquad \mathbf k_{3}=\frac{m_e}{M}\mathbf k_1+\mathbf b,\qquad \mathbf k_h=\frac{m_h}{M}\mathbf k_1+\mathbf c .$$

The three leading terms add up to $\mathbf k_1$, so $\mathbf a+\mathbf b+\mathbf c=0$. Insert this in $E_f$ and sort by powers of the deviations.

The terms without deviations give

$$\frac{\hbar^2k_1^2}{2M^2}(m_e+m_e+m_h)=\frac{\hbar^2k_1^2}{2M}=\frac{m_e}{M}E .$$

The linear terms give $(\hbar^2/M)\,\mathbf k_1\cdot(\mathbf a+\mathbf b+\mathbf c)=0$. The quadratic terms, with $\mathbf c=-(\mathbf a+\mathbf b)$, are positive:

$$T=\frac{\hbar^2}{2}\left(\frac{a^2+b^2}{m_e}+\frac{|\mathbf a+\mathbf b|^2}{m_h}\right).$$

The common-velocity state is therefore the minimum. Energy conservation becomes $T=Q$, with

$$Q=E-E_g-\frac{m_e}{M}E=\frac{m_e+m_h}{M}E-E_g .$$

Ionization requires $Q>0$. Setting $Q=0$ gives the threshold, and the definition of $Q$ can be rewritten with it:

$$E_{th}=E_g\,\frac{2m_e+m_h}{m_e+m_h},\qquad Q=\frac{m_e+m_h}{M}\,(E-E_{th}).$$

The available energy $Q$ is strictly proportional to the distance from threshold. Part of any further energy given to the first electron is spent on the motion of the final group as a whole, and the fraction $(m_e+m_h)/M$ is free.

### Back to two independent particles

The energy $T$ couples $\mathbf a$ and $\mathbf b$ through the recoil of the hole. A rotation removes the coupling:

$$\mathbf s=\frac{\mathbf a+\mathbf b}{\sqrt2},\qquad \mathbf t=\frac{\mathbf a-\mathbf b}{\sqrt2}.$$

Then $a^2+b^2=s^2+t^2$ and $|\mathbf a+\mathbf b|^2=2s^2$, which gives

$$T=\frac{\hbar^2t^2}{2m_e}+\frac{\hbar^2s^2}{2m_s},\qquad \frac1{m_s}=\frac1{m_e}+\frac2{m_h},\qquad m_s=\frac{m_em_h}{M}.$$

At fixed $\mathbf k_1$ the step from $(\mathbf k_2,\mathbf k_3)$ to $(\mathbf a,\mathbf b)$ is a shift, and the step to $(\mathbf s,\mathbf t)$ is a rotation in each Cartesian component. Neither changes volumes, so $d^dk_2\,d^dk_3=d^ds\,d^dt$.

The problem is again that of two independent free particles sharing an energy $Q$. One has the mass $m_e$ and describes the relative motion of the electrons. The other has the smaller mass $m_s$ and describes the motion of the electron pair against the hole. The results of the first section carry over if one of the two masses is replaced. In 2D each density of states is proportional to its mass:

$$G_2=\frac{m_e}{2\pi\hbar^2}\,\frac{m_s}{2\pi\hbar^2}\,Q=\frac{m_em_s}{4\pi^2\hbar^4}\,Q .$$

In 3D each is proportional to the mass to the power $3/2$:

$$G_3=\frac{(2m_e)^{3/2}(2m_s)^{3/2}}{16\pi^4\hbar^6}\,\frac{\pi Q^2}{8}=\frac{(m_em_s)^{3/2}}{16\pi^3\hbar^6}\,Q^2 .$$

Multiplication by $2\pi U_d^2/\hbar$ gives the rates, with $m_em_s=m_e^2m_h/M$:

$$W_2=\frac{U_2^2}{2\pi\hbar^5}\,\frac{m_e^2m_h}{M}\,\frac{m_e+m_h}{M}\,(E-E_{th}),$$

$$W_3=\frac{U_3^2}{8\pi^2\hbar^7}\left(\frac{m_e^2m_h}{M}\right)^{3/2}\left(\frac{m_e+m_h}{M}\right)^2(E-E_{th})^2 .$$

Both hold for $E>E_{th}$; below threshold the rate is zero. No expansion in $E-E_{th}$ was made. Within the model the 2D rate is a straight line, and the 3D rate a parabola, up to the energy at which the bands cease to be parabolic.

### Limits of the mass ratio

For $m_h\to\infty$ the threshold tends to $E_g$, $m_s$ tends to $m_e$, and the first section is recovered, prefactors included.

For equal masses $M=3m_e$, the threshold is $\tfrac32E_g$ and two thirds of any excess is free.

For $m_h\to0$ the threshold tends to $2E_g$. A very light hole moving at the common velocity carries almost no momentum. The two electrons take half of $\mathbf k_1$ each, keep the kinetic energy $2\times E/4=E/2$, and the other half must pay for the gap. In this limit $m_s\to0$ as well, so the slope of the 2D line vanishes: a small deviation of the electron pair gives the light hole a large kinetic energy, and few states fit below $Q$.

### From a layer to a crystal

The two laws must join when the layer becomes a thick crystal. Choose axes so that $\mathbf k_1$ lies in the $xy$ plane. The final state then has two free components along $z$, namely $s_z$ and $t_z$. They use up energy, and the in-plane motion is left with

$$Q'=Q-\frac{\hbar^2t_z^2}{2m_e}-\frac{\hbar^2s_z^2}{2m_s}.$$

For each pair $(s_z,t_z)$ the in-plane count is the 2D result with $Q'$ in place of $Q$. Summing over the pairs gives

$$G_3=\int\frac{ds_z\,dt_z}{(2\pi)^2}\,\frac{m_em_s}{4\pi^2\hbar^4}\,Q',\qquad Q'>0 .$$

Let $x=\hbar t_z/\sqrt{2m_e}$ and $y=\hbar s_z/\sqrt{2m_s}$, so that $ds_z\,dt_z=(2\sqrt{m_em_s}/\hbar^2)\,dx\,dy$ and $Q'=Q-x^2-y^2$. In polar coordinates with $w=x^2+y^2$ the area element is $\pi\,dw$, and

$$\int Q'\,dx\,dy=\pi\int_0^Q(Q-w)\,dw=\frac{\pi Q^2}{2}.$$

Collecting factors,

$$G_3=\frac{1}{4\pi^2}\,\frac{2\sqrt{m_em_s}}{\hbar^2}\,\frac{\pi Q^2}{2}\,\frac{m_em_s}{4\pi^2\hbar^4}=\frac{(m_em_s)^{3/2}}{16\pi^3\hbar^6}\,Q^2 ,$$

which is the 3D result found directly. The quadratic law is a sum of linear ramps with staggered starting points. A thin layer shows one ramp alone as long as its excess energy is too small to open the next subband.

## Part 2. How far the linear law reaches

An electron of energy $E$ and wavevector $\mathbf k_1$ leaves two electrons $\mathbf k_2,\mathbf k_3$ and a hole $\mathbf k_h$, with $\mathbf k_1=\mathbf k_2+\mathbf k_3+\mathbf k_h$. The masses are $m_e$ and $m_h$, $M=2m_e+m_h$, and the gap is $E_g$. In the cheapest final state all three particles share one velocity. The energy left above it is $Q=(E-E_{th})(m_e+m_h)/M$, with $E_{th}=E_gM/(m_e+m_h)$. Deviations from it behave as two free particles of masses $m_e$ (wavevector $\mathbf t=(\mathbf k_2-\mathbf k_3)/\sqrt2$) and $m_s=m_em_h/M$. For a constant matrix element of strength $U_d$ the rate is $W_2=U_2^2m_em_sQ/2\pi\hbar^5$ in 2D and $W_3=U_3^2(m_em_s)^{3/2}Q^2/8\pi^2\hbar^7$ in 3D.

### A hole mass that depends on direction

Let the hole have masses $m_{hx}$ and $m_{hy}$ along two axes, with an isotropic electron mass. The kinetic energy is a sum over axes, so the separation of the common motion goes through for each axis with its own $M_i=2m_e+m_{hi}$. The cheapest final state costs $\sum_i\hbar^2k_{1i}^2/2M_i$. If the first electron moves along the unit vector $\mathbf n$, then $\hbar^2k_{1i}^2/2=m_eEn_i^2$, and

$$Q=E\left(1-\sum_i\frac{m_e}{M_i}n_i^2\right)-E_g .$$

Along a fixed direction $Q$ is still linear in $E$. The count in 2D is still proportional to $Q$, because stretching an axis changes the number of states by a constant factor. What changes is the threshold.

Take $E_g=0.5$ eV, $m_e=0.04$, $m_{hx}=0.2$ and $m_{hy}=0.8$ in free-electron masses. Along $x$ the bracket is $1-0.04/0.28=0.857$ and the threshold is $0.583$ eV. Along $y$ it is $1-0.04/0.88=0.955$, which gives $0.524$ eV. The diagonal lies between, at $0.552$ eV. An average over directions therefore rounds the onset over about $0.06$ eV, although each direction has a sharp one.

For parabolic bands and a constant matrix element, the rate above threshold is linear in 2D and quadratic in 3D, and a direction-dependent hole mass makes the threshold depend on direction but keeps the 2D law linear along each one. It remains to test the law for other bands and for amplitudes that are not constant, and to see what it gives in a real quantum-well channel.

Numbers in the example were calculated in double precision.
